# Does a higher microwave frequency keep improving Pb0–Pb1 resolution?

**Question**

I study the dangling-bond defects Pb0 and Pb1 at a (100)Si/SiO2 interface by electron spin resonance, with the magnetic field along the surface normal. At 9.5 GHz the two lines are close together. Their separation in field is proportional to the microwave frequency, so I expect 94 GHz to resolve them about ten times better, and 285 GHz three times better again. Is this right, or does something stop the improvement?

**Answer**

The separation does grow as you say. Your conclusion also needs the linewidth to stay fixed, and that fails when the defects have a spread of g values. Such a spread, called g-strain, gives a width in field that is itself proportional to frequency. What matters is the ratio of separation to width, so both have to be followed.

**Line positions**

I use Gaussian units, with $\mu_B=e\hbar/2mc$ and $h=2\pi\hbar$. For a spin 1/2 in a field of magnitude $B$ along the unit vector $\mathbf b$, the Zeeman Hamiltonian is $\tfrac12\mu_B B\,\mathbf v\cdot\boldsymbol\sigma$, where $\mathbf v$ is the g tensor applied to $\mathbf b$. Its levels are $\pm\tfrac12\mu_B B|\mathbf v|$, so the gap is $g\mu_B B$ with $g=|\mathbf v|$. Setting the gap equal to $h\nu$ gives

$$B=\frac{h\nu}{g\mu_B}=\frac{4\pi mc\,\nu}{g e}.$$

Let $g_0$ and $g_1$ be the values for Pb0 and Pb1 along the normal, with $g_0>g_1$. Pb1 then lies at higher field, by

$$\Delta B=\frac{h\nu}{\mu_B}\,d,\qquad d=\frac1{g_1}-\frac1{g_0}=\frac{g_0-g_1}{g_0g_1}.$$

Pb0 is axial about a $\langle111\rangle$ direction. At angle $\theta$ to that axis, $\mathbf v$ has components $g_\parallel\cos\theta$ and $g_\perp\sin\theta$, so

$$g_0^2=g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta .$$

For the field along [001], $\cos^2\theta=1/3$ for all four $\langle111\rangle$ axes, and Pb0 gives a single line.

**Line widths**

I measure widths peak to peak on the derivative spectrum. A Gaussian $e^{-u^2/2\sigma^2}$ has a second derivative proportional to $u^2/\sigma^2-1$, so its slope is extremal at $u=\pm\sigma$ and the width is $w=2\sigma$.

Suppose the local bonding geometry spreads $g_\perp$ of Pb0. Differentiating the expression for $g_0^2$ at fixed $\theta$ gives

$$\delta g_0=\frac{g_\perp\sin^2\theta}{g_0}\,\delta g_\perp .$$

A change in g moves the resonance field by $\delta B=-(h\nu/\mu_B)\,\delta g/g^2$. If the g distribution of line $i$ is Gaussian with peak-to-peak width $s_i$ (twice its standard deviation), the strain width in field is therefore $(h\nu/\mu_B)q_i$, with $q_i=s_i/g_i^2$.

There is also a residual width $r$, which I take to be Gaussian, independent of frequency, the same for both lines and uncorrelated with the strain. The variances of independent contributions add:

$$w_i^2=r^2+\left(\frac{h\nu}{\mu_B}q_i\right)^2 .$$

**The ratio saturates**

Define $R$ as the separation divided by the mean width, $R=2\Delta B/(w_0+w_1)$. Dividing numerator and denominator by $\nu$ gives

$$R=\frac{2(h/\mu_B)\,d}{\sqrt{r^2/\nu^2+(hq_0/\mu_B)^2}+\sqrt{r^2/\nu^2+(hq_1/\mu_B)^2}} .$$

Each root decreases as $\nu$ rises, so $R$ increases, but it cannot pass

$$R_\infty=\frac{2d}{q_0+q_1}\approx\frac{2(g_0-g_1)}{s_0+s_1}.$$

The frequency has cancelled. The plateau compares the difference of the mean g values with their spread, and both belong to the sample.

When $q_0$ and $q_1$ are nearly equal, each can be replaced by their mean $q$. Then

$$R=R_\infty\frac{x}{\sqrt{1+x^2}},\qquad x=\frac{\nu}{\nu_c},\qquad \nu_c=\frac{r\mu_B}{hq}.$$

At $\nu_c$ the strain width equals the residual width. Well below it, $R\approx R_\infty x=h\nu d/(\mu_B r)$, which is the linear gain you expect. Well above it, $R\approx R_\infty(1-1/2x^2)$. To find where a fraction $f$ of the plateau is reached, square $f=x/\sqrt{1+x^2}$ and solve, which gives $x=f/\sqrt{1-f^2}$. For $f=0.95$ this is $x=3.04$.

**Numbers for a thermal oxide**

Take these rough typical values: for Pb0, $g_\parallel=2.002$ and $g_\perp=2.008$, with standard deviation 0.0008 in $g_\perp$; for Pb1, an effective $g_1=2.003$ along the normal, with standard deviation 0.0005; and $r=1.5$ G. Then $g_0=2.0060$, and the projection factor $g_\perp\sin^2\theta/g_0$ is 0.667. The strain widths are

$$s_0=2(0.667)(0.0008)=0.00107,\qquad s_1=2(0.0005)=0.00100,$$

and the plateau is

$$R_\infty\approx\frac{2(0.0030)}{0.00107+0.00100}=2.9 .$$

With $h\nu/\mu_B=714.5$ G at 1 GHz and $q\approx2.57\times10^{-4}$,

$$\nu_c=\frac{1.5\ \text{G}}{(714.5\ \text{G/GHz})(2.57\times10^{-4})}=8.2\ \text{GHz}.$$

So 95% of the plateau is reached at $3.04\,\nu_c\approx25$ GHz, a field of about 0.9 T.

The table does not use the width formula. Its entries were read off spectra built by diagonalizing the Pb0 Hamiltonian for many values of $g_\perp$, and by summing the resonance lines of each defect over its g distribution.

| GHz | $\Delta B$ (G) | $w_0$ (G) | $w_1$ (G) | $R$ |
|---|---|---|---|---|
| 3 | 1.60 | 1.60 | 1.59 | 1.00 |
| 9.5 | 5.07 | 2.34 | 2.26 | 2.20 |
| 34 | 18.15 | 6.62 | 6.24 | 2.82 |
| 94 | 50.18 | 17.88 | 16.81 | 2.89 |
| 285 | 152.13 | 54.05 | 50.78 | 2.90 |

From 9.5 to 94 GHz the separation grows 9.9 times, but $R$ grows 1.31 times. From 94 to 285 GHz the gain in $R$ is 0.3%. If the strain is set to zero and $r$ is kept, $R$ rises from 3.4 at 9.5 GHz to 34 at 95 GHz. Your expectation is correct for that unstrained case.

You can find out which regime your sample is in. Plot $w_i^2$ against $\nu^2$. With a Gaussian residual the points lie on a straight line with intercept $r^2$, and the slope gives the strain. With a Lorentzian residual, treated below, the plot is curved, and the intercept of a fitted straight line overestimates $r^2$.

**Could another measure of resolution do better?**

Not indefinitely, if it depends continuously on the noise-free line shape on a g axis. It may approach its limit at a different rate, but it also levels off. Replot the spectrum against $g=h\nu/(\mu_B B)$, multiplying it by $|dB/dg|=B/g$ so that areas are preserved. A residual field width $r$ becomes a g width $g^2\mu_B r/(h\nu)$, which shrinks as $1/\nu$. The spectrum is thus the g distribution $p(g)$ blurred by a narrow symmetric function of standard deviation $\eta\propto1/\nu$. Expanding the convolution for small $\eta$ gives $p+\tfrac12\eta^2p''$, because the first-order term vanishes by symmetry. The difference from $p(g)$ therefore falls as $1/\nu^2$. This needs a blur with a finite standard deviation. A Lorentzian residual has none, and its difference falls only as about $1/\nu$: 28% of the peak height at 30 GHz, 10% at 100 GHz and 4% at 285 GHz for the same peak-to-peak $r$.

In the computed spectra the largest difference is 3.7% of the peak height at 30 GHz and 0.35% at 100 GHz. That is a factor of 10.6, against $(100/30)^2=11.1$ from the leading term. With this Gaussian residual, above some tens of gigahertz the model spectrum is the g distribution itself to within a few percent of the peak height, and any overlap that remains is overlap of the two distributions. The model leaves out the $^{29}$Si hyperfine satellites. They take 4.7% of the intensity from each central line, and they keep the difference near 5% at both 100 and 285 GHz.

**When do two separate maxima appear?**

Place two equal Gaussians at $\pm a$. Setting the slope of their sum to zero gives

$$(u-a)e^{-(u-a)^2/2\sigma^2}+(u+a)e^{-(u+a)^2/2\sigma^2}=0 ,$$

which rearranges to $u=a\tanh(au/\sigma^2)$. The right side has slope $a^2/\sigma^2$ at the origin and bends downward for $u>0$. Solutions other than $u=0$ therefore exist if and only if $a>\sigma$. Since $\Delta B=2a$ and $w=2\sigma$, the absorption has two maxima when $R>1$. Setting $R=1$ in the saturation formula gives

$$\nu_{\min}=\frac{\nu_c}{\sqrt{R_\infty^2-1}},$$

which exists if $R_\infty>1$. Here it is 2.99 GHz, while the computed spectra first show two maxima at 3.08 GHz. The formula assumes two equal lines, whereas these differ slightly in width and height. The computed spectra give both defects the same area. Unequal densities raise the onset much more, to about 4.1 GHz for an area ratio of 2:1 and 5.1 GHz when Pb0 is five times stronger.

If $R_\infty<1$, no frequency produces two maxima for equal lines. With all strains made four times larger and everything else held fixed, $R$ is 0.73 at 1000 GHz, and the computed absorption has a single maximum at each of six frequencies from 3 to 1000 GHz. A fit with known line shapes may still separate the two components. The criterion concerns what is visible in the absorption.

**If the residual broadening is Lorentzian**

The plateau is the same, but it is approached more slowly. Let the Lorentzian have half width $\gamma$ at half height. Its second derivative vanishes at $\pm\gamma/\sqrt3$, so its peak-to-peak width is $w_L=2\gamma/\sqrt3$. Measure field in units of $\sqrt2\,\sigma$, where $\sigma$ now belongs to the strain Gaussian, and put $y=\gamma/(\sqrt2\,\sigma)$. To first order in $y$, the convolution of the two shapes (the Voigt profile) is proportional to

$$f(u)=e^{-u^2}-\frac{2y}{\sqrt\pi}D'(u),$$

where $D$ is the Dawson function, which obeys $D'=1-2uD$. The extremal slope lies where $f''=0$, close to $u_0=1/\sqrt2$. Differentiating $D'$ twice gives $D'''(u_0)=8u_0D(u_0)-2$, and the derivative of $(e^{-u^2})''$ at $u_0$ is $8u_0e^{-1/2}$. The shift of the extremum is therefore

$$\delta=\frac{2y}{\sqrt\pi}\,\frac{8u_0D(u_0)-2}{8u_0e^{-1/2}}=2y\sqrt{\frac e\pi}\left[D(u_0)-\frac{\sqrt2}{4}\right].$$

The full width is $2\sqrt2\,\sigma(u_0+\delta)$. Inserting $\sqrt2\,\sigma y=\gamma=\sqrt3\,w_L/2$ gives

$$w\approx2\sigma+c\,w_L,\qquad c=2\sqrt{\frac{3e}{\pi}}\left[D\!\left(\tfrac1{\sqrt2}\right)-\frac{\sqrt2}{4}\right]=0.512 .$$

With $w_L=r$, this means $R/R_\infty\approx1/(1+c\,\nu_c/\nu)$, so the shortfall falls as $1/\nu$ instead of $1/\nu^2$. Reaching 95% needs $\nu\approx19\,c\,\nu_c\approx79$ GHz, and the full Voigt profile gives 81 GHz. With such a residual, going from 34 to 94 GHz is still worth something.

**How far this carries over to a real sample**

The plateau is sensitive to the inputs. An error of 0.0005 in the effective g of Pb1 changes $g_0-g_1$, and hence $R_\infty$, by about 17%. A difference $g_0-g_1=0.00235$ with the same strains gives $R_\infty=2.3$. The nearly equal strains of the two lines are also a choice of inputs, and Pb1 may well be less strained than Pb0. With $s_1=s_0/3$ the plateau is 4.2, 34 GHz gives 93% of it, and 95% is reached near 41 GHz. The single-$\nu_c$ formula does not apply in that case, and the two-root expression for $R$ has to be used. Doubling $r$ doubles $\nu_c$ to 16 GHz and leaves $R_\infty$ unchanged.

Real samples are also never perfectly aligned. A tilt of 1° towards [110] moves one Pb0 orientation up in g and one down, and leaves two unshifted to first order. The total splitting is 0.0002, or 18% of $s_0$. Added as a variance, it widens Pb0 by about 1%. This contribution also scales with frequency, so it lowers the plateau slightly. The corresponding splitting of Pb1 is not included.

Two other field widths are small beside 1.5 G. The dipolar scale $g\mu_Bn^{3/2}$ is 0.02 G for $n=10^{12}$ cm$^{-2}$, and the typical local field of randomly placed defects is several times larger, about 0.1 G. A spin coherence time of 1 µs contributes 0.07 G. Near 100 GHz the separation reaches about 55 G, half of the rough 110 G hyperfine splitting from $^{29}$Si. A weak Pb0 satellite then falls on the Pb1 line, which matters if you want accurate intensities at 94 GHz.

Orientation also changes the plateau. For a field along a Pb0 defect's own axis, $\sin\theta=0$ and a spread in $g_\perp$ does not broaden that defect's line. The other three Pb0 orientations are then at a different angle and remain strained.

For the parameters used here, with a Gaussian residual, 34 GHz already gives 97% of the attainable ratio, and a higher frequency adds little. A sample with a narrower g distribution has a higher plateau, but also a higher $\nu_c$. With both strains halved, $R$ at 34 GHz rises from 2.8 to 5.2, which is 90% of the new plateau, and going to 94 GHz then gains another 9%. The full numerical output follows below.

## Table of computed values

```
Inputs (rough typical values)
Pb0 g_par, g_perp: 2.002, 2.008
std of Pb0 g_perp: 0.0008
Pb1 effective g, std: 2.003, 0.0005
residual peak-to-peak width r: 1.5 G
Derived quantities
h nu/mu_B at 1 GHz: 714.48 G
Pb0 g along [001]: 2.0060
difference g0 - g1: 0.0030
strain projection dg0/dg_perp: 0.6673
strain widths s0, s1: 0.00107, 0.00100
crossover frequency nu_c: 8.16 GHz
plateau ratio R_inf: 2.904
GHz | separation G | w(Pb0) G | w(Pb1) G | R | R/R_inf
   3.0 |    1.60 |    1.60 |    1.59 | 1.002 | 0.345
   9.5 |    5.07 |    2.34 |    2.26 | 2.203 | 0.758
  34.0 |   18.15 |    6.62 |    6.24 | 2.823 | 0.972
  94.0 |   50.18 |   17.88 |   16.81 | 2.893 | 0.996
 285.0 |  152.13 |   54.05 |   50.78 | 2.903 | 1.000
1000.0 |  533.80 |  189.59 |  178.09 | 2.904 | 1.000
gain in R, 9.5 to 94 GHz: 1.313 times
gain in R, 94 to 285 GHz: 1.0034 times
R without strain at 9.5, 95 GHz: 3.38, 33.81
95% of plateau, spectra: 24.8 GHz
95% of plateau, formula: 24.8 GHz
shape deviation at 30 GHz: 3.72 % of peak
shape deviation at 100 GHz: 0.35 % of peak
onset of two maxima, spectra: 3.08 GHz
onset of two maxima, formula: 2.99 GHz
strain times 4: R at 1000 GHz = 0.726
strain times 4: maxima at 3-1000 GHz = [1, 1, 1, 1, 1, 1]
Voigt coefficient c: 0.5122
95% of plateau, Lorentzian r: 81.3 GHz
Neglected effects (rough inputs)
1 deg tilt: Pb0 g splitting 0.00020
  relative to s0: 18 %
dipolar field at 1e+12 cm^-2: 0.019 G
lifetime width for T2 = 1 us: 0.065 G
magnet 10 ppm: 1.9 % of s0
29Si satellite splitting: 110 G
  satellite meets other line near 103 GHz
h nu/kT at 285 GHz, 300 K: 0.046
```
